**Second-order vibrational averaging compared with full diagonalization**

The program tests $\langle P\rangle_0=P_e-\frac14\sum_i(P_i/\omega_i)\sum_j\phi_{ijj}+\frac14\sum_iP_{ii}$, where $P$ is a shielding or coupling and $P_e$ its value at the minimum. $P_i$ and $P_{ii}$ are its derivatives in dimensionless normal coordinates, $\omega_i$ the harmonic frequencies and $\phi_{ijj}$ the semidiagonal cubic constants. For a three-mode Hamiltonian, it asserts that the second-order coefficients from diagonalization and formula agree for a ground state, an excited state and a thermal ensemble. The remaining ground-state error scales with power 3.999 of the ordering parameter, close to the predicted 4. For a collinear model molecule, it also asserts the mass-weighted form and the extraction of cubic constants from gradients. Corrections must lie within 10%, and isotope shifts within 15%, of a grid diagonalization; the output shows differences of about 1–3% and 5%, relative to the grid values. When all masses grow from 16 to 256 times their original values, the error in the mean AB stretch falls by a factor of 16.05, as the order counting predicts.

## Numerical check

```python
"""Second-order vibrational average of a shielding or coupling P.

Result under test (dimensionless normal coordinates q_i, hbar = 1):
  <P> - P_e = sum_i P_i <q_i> + (1/2) sum_i P_ii <q_i^2>
  <q_i> = -(1/(2 w_i)) sum_j phi_ijj <q_j^2>
  <q_j^2> = n_j + 1/2, or (1/2) coth(w_j/(2kT)) in a thermal ensemble
w_i: harmonic frequency; phi_ijk: cubic force constant;
P_i, P_ij: first and second derivatives of the property at the minimum.
The formula is compared with diagonalization of full Hamiltonians.
Internal units of the molecular model are atomic units.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc


def second_order(w, phi, p1, p2, q_square):
    """Return mean q, anharmonic terms and curvature terms, by mode."""
    mean_q = -np.einsum('ijj,j->i', phi, q_square) / (2 * w)
    return mean_q, p1 * mean_q, 0.5 * np.diag(p2) * q_square


# ---- General three-mode Hamiltonian with an ordering parameter eps ----
n_basis = 9
w3 = np.array([1.0, 1.37, 1.76])
rng = np.random.default_rng(7)
raw = rng.uniform(-1, 1, (3, 3, 3))
phi3 = sum(np.transpose(raw, s) for s in itertools.permutations(range(3))) / 6
phi3[0, 0, 0] += 1.0
for a, b, c in set(itertools.permutations((0, 1, 1))):
    phi3[a, b, c] += 0.8
p1_3 = np.array([1.0, -0.7, 0.5])
p2_3 = np.array([[0.9, 0.4, -0.3], [0.4, 0.6, 0.5], [-0.3, 0.5, -0.4]])

lower = np.diag(np.sqrt(np.arange(1, n_basis)), 1)
q_one = (lower + lower.T) / np.sqrt(2)
d_one = (lower - lower.T) / np.sqrt(2)
unit = np.eye(n_basis)


def embed(matrix, mode):
    parts = [unit, unit, unit]
    parts[mode] = matrix
    return np.kron(np.kron(parts[0], parts[1]), parts[2])


q = [embed(q_one, k) for k in range(3)]
d = [embed(d_one, k) for k in range(3)]
qq = {}
for i in range(3):
    for j in range(i, 3):
        qq[i, j] = qq[j, i] = q[i] @ q[j]
h_harm = sum(w3[k] * embed(np.diag(np.arange(n_basis) + 0.5), k)
             for k in range(3))
h_cubic = sum(q[i] @ sum(phi3[i, j, k] * qq[j, k]
              for j in range(3) for k in range(3)) for i in range(3)) / 6
h_quartic = sum(0.05 * qq[k, k] @ qq[k, k] for k in range(3))
# Angular momentum is -i times this real antisymmetric matrix.
ang = (q[0] @ d[1] * np.sqrt(w3[1] / w3[0])
       - q[1] @ d[0] * np.sqrt(w3[0] / w3[1]))
rot_b, rot_slope = 0.3, -0.8
identity = np.eye(n_basis**3)
prop_linear = sum(p1_3[k] * q[k] for k in range(3))
prop_quadratic = 0.5 * sum(p2_3[i, j] * qq[i, j]
                           for i in range(3) for j in range(3))
prop_cubic = 0.2 * qq[0, 0] @ q[1]
kt3 = 0.5


def full_averages(eps):
    """Ground, singly excited (middle mode) and thermal averages."""
    inertia = rot_b * (identity + eps * rot_slope * q[0])
    ham = (h_harm + eps * h_cubic + eps**2 * h_quartic
           + eps**2 * (-ang @ inertia @ ang - inertia / 4))
    prop = eps * prop_linear + eps**2 * prop_quadratic + eps**3 * prop_cubic
    energy, vec = eigh(ham)
    values = np.sum(vec * (prop @ vec), axis=0)
    excited = np.argmax(np.abs(vec[n_basis]))
    weight = np.exp(-(energy - energy[0]) / kt3)
    return np.array([values[0], values[excited],
                     weight @ values / weight.sum()])


eps_big = 0.06
avg_big, avg_small = full_averages(eps_big), full_averages(eps_big / 2)
coef_big, coef_small = avg_big / eps_big**2, avg_small / (eps_big / 2)**2
coef_full = (4 * coef_small - coef_big) / 3
occupations = [np.full(3, 0.5), np.array([0.5, 1.5, 0.5]),
               0.5 / np.tanh(w3 / (2 * kt3))]
coef_formula = np.array([sum(np.sum(t) for t in
                         second_order(w3, phi3, p1_3, p2_3, occ)[1:])
                         for occ in occupations])
assert np.allclose(coef_full, coef_formula, atol=2e-3, rtol=0)
error_big = avg_big[0] - eps_big**2 * coef_formula[0]
error_small = avg_small[0] - (eps_big / 2)**2 * coef_formula[0]
error_power = np.log2(abs(error_big / error_small))
assert 3.5 < error_power < 4.5

print("Three-mode test: coefficient of eps^2, dimensionless")
for name, full, form in zip(("ground", "excited", "thermal"),
                            coef_full, coef_formula):
    print(f"  {name}: diagonalization {full:.5f}, formula {form:.5f}")
print(f"  power of eps in the remaining error: {error_power:.3f}")

# ---- Collinear molecule A-B-C with round model parameters ----
bohr = pc['Bohr radius'][0] * 1e10
hartree_ev = pc['Hartree energy in eV'][0]
wavenumber = pc['hartree-inverse meter relationship'][0] / 100
dalton = pc['atomic mass constant'][0] / pc['electron mass'][0]

depth_ev = (5.0, 10.0, -0.5)       # AB bond, BC bond, coupling
range_inv_ang = (1.8, 2.0)
x = sp.symbols('x1 x2')
morse = [1 - sp.exp(-range_inv_ang[k] * bohr * x[k]) for k in range(2)]
v_expr = (depth_ev[0] * morse[0]**2 + depth_ev[1] * morse[1]**2
          + depth_ev[2] * morse[0] * morse[1]) / hartree_ev
v_func = sp.lambdify(x, v_expr, 'numpy')
grad_func = sp.lambdify(x, [sp.diff(v_expr, s) for s in x], 'numpy')
origin = {x[0]: 0, x[1]: 0}
force2 = np.array([[float(sp.diff(v_expr, a, b).subs(origin))
                    for b in x] for a in x])
force3 = np.array([[[float(sp.diff(v_expr, a, b, c).subs(origin))
                     for c in x] for b in x] for a in x])

# Property surfaces: value, slopes per angstrom, curvatures per angstrom^2.
surfaces = {
    'shielding': ('ppm', 100.0, np.array([-40.0, -150.0]),
                  np.array([[-100.0, 50.0], [50.0, -400.0]])),
    'coupling': ('Hz', 200.0, np.array([150.0, 30.0]),
                 np.array([[300.0, -50.0], [-50.0, 60.0]]))}


def inverse_mass(masses):
    ia, ib, ic = 1 / (np.array(masses) * dalton)
    return np.array([[ia + ib, -ib], [-ib, ib + ic]])


def normal_modes(masses):
    """Frequencies, mass-weighted modes L and dimensionless modes T."""
    root = np.linalg.cholesky(inverse_mass(masses))
    square, rotation = eigh(root.T @ force2 @ root)
    modes = root @ rotation
    for k in range(2):
        modes[:, k] *= np.sign(modes[np.argmax(np.abs(modes[:, k])), k])
    w = np.sqrt(square)
    return w, modes, modes / np.sqrt(w)


def by_formula(masses):
    w, modes, t = normal_modes(masses)
    phi = np.einsum('abc,ai,bj,ck->ijk', force3, t, t, t)
    out = {'w': w, 't': t, 'phi': phi}
    for name, (_, _, slope, curve) in surfaces.items():
        p1 = slope * bohr @ t
        p2 = t.T @ (curve * bohr**2) @ t
        mean_q, anh, cur = second_order(w, phi, p1, p2, np.full(2, 0.5))
        total = anh.sum() + cur.sum()
        # The same result from mass-weighted derivatives.
        k_mw = np.einsum('abc,ai,bj,ck->ijk', force3, modes, modes, modes)
        p_mw = slope * bohr @ modes
        c_mw = np.diag(modes.T @ (curve * bohr**2) @ modes)
        pull = np.einsum('jii,j->i', k_mw, p_mw / w**2)
        assert np.isclose(total, 0.25 * np.sum((c_mw - pull) / w), rtol=1e-9)
        out[name] = (p1, np.diag(p2), anh, cur, total)
    out['mean_q'] = mean_q
    out['mean_x'] = t @ mean_q * bohr
    return out


def by_grid(masses, points=32):
    """Ground state on a sinc grid in the two bond displacements."""
    g = inverse_mass(masses)
    t = normal_modes(masses)[2]
    width = np.sqrt(0.5 * np.sum(t**2, axis=1))
    axes, first, second = [], [], []
    gap = np.subtract.outer(np.arange(points), np.arange(points))
    safe = np.where(gap == 0, 1, gap)
    sign = np.where(gap % 2 == 0, 1.0, -1.0)
    for k in range(2):
        grid = np.linspace(-7 * width[k], 10 * width[k], points)
        step = grid[1] - grid[0]
        axes.append(grid)
        first.append(np.where(gap == 0, 0.0, sign / (safe * step)))
        second.append(np.where(gap == 0, np.pi**2 / 3,
                               2 * sign / safe**2) / step**2)
    eye = np.eye(points)
    x1, x2 = [m.ravel() for m in np.meshgrid(*axes, indexing='ij')]
    ham = (0.5 * g[0, 0] * np.kron(second[0], eye)
           + 0.5 * g[1, 1] * np.kron(eye, second[1])
           - g[0, 1] * np.kron(first[0], first[1])
           + np.diag(v_func(x1, x2)))
    _, vec = eigh(ham, subset_by_index=[0, 0])
    density = vec[:, 0]**2
    disp = np.array([x1, x2]) * bohr
    out = {'mean_x': disp @ density}
    for name, (_, _, slope, curve) in surfaces.items():
        change = slope @ disp + 0.5 * np.einsum('ap,ab,bp->p',
                                               disp, curve, disp)
        out[name] = change @ density
    return out


light_mass, heavy_mass = (1.0, 12.0, 16.0), (2.0, 12.0, 16.0)
light, heavy = by_formula(light_mass), by_formula(heavy_mass)
light_grid, heavy_grid = by_grid(light_mass), by_grid(heavy_mass)
finer_grid = by_grid(light_mass, points=38)
for name in surfaces:
    assert abs(finer_grid[name] - light_grid[name]) < 1e-5

# Semidiagonal cubic constants from gradients at single-mode displacements.
delta = 0.05
t_light = light['t']
g_zero = t_light.T @ np.array(grad_func(0.0, 0.0))
phi_from_gradients = np.zeros((2, 2))
for j in range(2):
    g_plus = t_light.T @ np.array(grad_func(*(delta * t_light[:, j])))
    g_minus = t_light.T @ np.array(grad_func(*(-delta * t_light[:, j])))
    phi_from_gradients[:, j] = (g_plus + g_minus - 2 * g_zero) / delta**2
semi = np.einsum('ijj->ij', light['phi'])
assert np.max(np.abs(phi_from_gradients - semi)) < 1e-3 * np.max(np.abs(semi))

print("Collinear model A-B-C; mode 1 has the lower frequency")
print(f"  masses: light {light_mass} u, heavy {heavy_mass} u")
print(f"  Morse depths AB, BC and coupling: {depth_ev} eV")
print(f"  Morse range parameters AB, BC: {range_inv_ang} 1/angstrom")
for name, (u, value, slope, curve) in surfaces.items():
    print(f"  {name} at minimum: {value:.1f} {u}")
    print(f"    slopes AB, BC: {slope[0]:.0f}, {slope[1]:.0f} {u}/angstrom")
    print(f"    curvatures AB-AB, AB-BC, BC-BC: {curve[0, 0]:.0f}, "
          f"{curve[0, 1]:.0f}, {curve[1, 1]:.0f} {u}/angstrom^2")
for label, res in (("light", light), ("heavy", heavy)):
    w_cm = res['w'] * wavenumber
    print(f"  {label} frequencies: {w_cm[0]:.2f}, {w_cm[1]:.2f} cm^-1")
for k in range(2):
    t_ang = t_light[:, k] * bohr
    print(f"Light, mode {k + 1}: dAB/dq, dBC/dq = "
          f"{t_ang[0]:.5f}, {t_ang[1]:.5f} angstrom")
    print(f"  phi_{k + 1}11, phi_{k + 1}22 = {semi[k, 0] * wavenumber:.2f}, "
          f"{semi[k, 1] * wavenumber:.2f} cm^-1")
    print(f"  mean q = {light['mean_q'][k]:.5f} (dimensionless)")
    for name in surfaces:
        u = surfaces[name][0]
        p1, p2, anh, cur, _ = light[name]
        print(f"  {name}: P_i {p1[k]:.4f}, P_ii {p2[k]:.4f} {u}")
        print(f"    anharmonic {anh[k]:.4f}, curvature {cur[k]:.4f} {u}")
print(f"Light mean AB, BC stretch, formula: {light['mean_x'][0]:.5f}, "
      f"{light['mean_x'][1]:.5f} angstrom")
print(f"Light mean AB, BC stretch, grid: {light_grid['mean_x'][0]:.5f}, "
      f"{light_grid['mean_x'][1]:.5f} angstrom")
for name in surfaces:
    u, value = surfaces[name][:2]
    for label, res, ref in (("light", light, light_grid),
                            ("heavy", heavy, heavy_grid)):
        anh, cur, total = res[name][2:]
        assert abs(total / ref[name] - 1) < 0.10
        print(f"{name}, {label}: anharmonic {anh.sum():.4f}, "
              f"curvature {cur.sum():.4f} {u}")
        print(f"  correction: formula {total:.4f}, grid {ref[name]:.4f} {u}; "
              f"average {value + total:.4f} {u}")
    shift = heavy[name][4] - light[name][4]
    shift_grid = heavy_grid[name] - light_grid[name]
    assert abs(shift / shift_grid - 1) < 0.15
    print(f"  heavy minus light: formula {shift:.4f}, "
          f"grid {shift_grid:.4f} {u}")

# Heavier nuclei: the error must fall as the inverse of the mass factor.
stretch_error = []
for factor in (16, 256):
    masses = tuple(factor * m for m in light_mass)
    form, ref = by_formula(masses), by_grid(masses)
    stretch_error.append(form['mean_x'][0] - ref['mean_x'][0])
    relative = [form[name][4] / ref[name] - 1 for name in surfaces]
    assert max(abs(r) for r in relative) < 0.03
    print(f"All masses x {factor}: relative error shielding, coupling "
          f"{100 * relative[0]:.3f}, {100 * relative[1]:.3f} %")
error_ratio = stretch_error[0] / stretch_error[1]
assert 12 < error_ratio < 20
print(f"AB stretch error ratio, masses x 16 to x 256: {error_ratio:.2f}")
print("success")
```

Running it gives:

```
Three-mode test: coefficient of eps^2, dimensionless
  ground: diagonalization -0.09384, formula -0.09384
  excited: diagonalization -0.06593, formula -0.06593
  thermal: diagonalization -0.11745, formula -0.11746
  power of eps in the remaining error: 3.999
Collinear model A-B-C; mode 1 has the lower frequency
  masses: light (1.0, 12.0, 16.0) u, heavy (2.0, 12.0, 16.0) u
  Morse depths AB, BC and coupling: (5.0, 10.0, -0.5) eV
  Morse range parameters AB, BC: (1.8, 2.0) 1/angstrom
  shielding at minimum: 100.0 ppm
    slopes AB, BC: -40, -150 ppm/angstrom
    curvatures AB-AB, AB-BC, BC-BC: -100, 50, -400 ppm/angstrom^2
  coupling at minimum: 200.0 Hz
    slopes AB, BC: 150, 30 Hz/angstrom
    curvatures AB-AB, AB-BC, BC-BC: 300, -50, 60 Hz/angstrom^2
  light frequencies: 1711.64, 3141.53 cm^-1
  heavy frequencies: 1602.05, 2413.93 cm^-1
Light, mode 1: dAB/dq, dBC/dq = 0.01783, 0.05064 angstrom
  phi_111, phi_122 = -505.57, -311.16 cm^-1
  mean q = 0.11929 (dimensionless)
  shielding: P_i -8.3094, P_ii -0.9673 ppm
    anharmonic -0.9912, curvature -0.2418 ppm
  coupling: P_i 4.1935, P_ii 0.1589 Hz
    anharmonic 0.5002, curvature 0.0397 Hz
Light, mode 2: dAB/dq, dBC/dq = 0.10702, -0.01295 angstrom
  phi_211, phi_222 = 92.84, -1731.34 cm^-1
  mean q = 0.13039 (dimensionless)
  shielding: P_i -2.3378, P_ii -1.3511 ppm
    anharmonic -0.3048, curvature -0.3378 ppm
  coupling: P_i 15.6644, P_ii 3.5847 Hz
    anharmonic 2.0425, curvature 0.8962 Hz
Light mean AB, BC stretch, formula: 0.01608, 0.00435 angstrom
Light mean AB, BC stretch, grid: 0.01631, 0.00437 angstrom
shielding, light: anharmonic -1.2961, curvature -0.5796 ppm
  correction: formula -1.8757, grid -1.9125 ppm; average 98.1243 ppm
shielding, heavy: anharmonic -1.1119, curvature -0.5019 ppm
  correction: formula -1.6138, grid -1.6367 ppm; average 98.3862 ppm
  heavy minus light: formula 0.2618, grid 0.2758 ppm
coupling, light: anharmonic 2.5427, curvature 0.9359 Hz
  correction: formula 3.4786, grid 3.5769 Hz; average 203.4786 Hz
coupling, heavy: anharmonic 1.8958, curvature 0.7002 Hz
  correction: formula 2.5960, grid 2.6482 Hz; average 202.5960 Hz
  heavy minus light: formula -0.8826, grid -0.9287 Hz
All masses x 16: relative error shielding, coupling -0.481, -0.689 %
All masses x 256: relative error shielding, coupling -0.120, -0.172 %
AB stretch error ratio, masses x 16 to x 256: 16.05
success
```
